Why narrow insulating trenches charge positively at the bottom

**What happens**

In a plasma etcher, ions fall almost straight into a narrow trench while electrons enter at all angles. The walls intercept most electrons, and the insulating bottom charges positively until it turns back enough ions and attracts enough electrons for the two currents to agree. The condition is

τ_i(V) = τ_e(V),

where V is the bottom potential relative to the top surface and τ_i, τ_e are the fractions of entering ions and electrons that reach the bottom. For a trench 100 nm wide and 1000 nm deep, under argon ions with energies from 9 to 109 eV, the model below gives V ≈ 94 V. That exceeds the mean ion energy per charge, 59 V, so only the upper part of the ion energy distribution still reaches the bottom, where it lands with less than 15 eV.

The bottom charges positively, and in the model below the lower half of the walls also collects more ions than electrons. The upper walls collect excess electrons and tend to go negative. The model prescribes the wall potential instead of solving for it, and this is a major uncertainty.

**What enters the trench**

Temperatures are energies, e is positive, and ions are singly charged. The trench is long, with width w, depth d and aspect ratio A = d/w. The top surface floats, so over one bias period it receives equal ion and electron fluxes.

Let the sheath drop be V₀ + V₁ cos θ, with V₀ > V₁. At the sheath edge, where the density is n, electrons have flux n√(T_e/2πm) and ions n√(T_e/M). The vertical energies K of arriving electrons are distributed as exp(−K/T_e). Subtracting the sheath drop from K multiplies this distribution by a constant and leaves its shape unchanged, and sideways velocities are untouched. Electrons therefore reach the surface still half-Maxwellian at T_e, with flux reduced by the Boltzmann factor. Its phase average is exp(−eV₀/T_e) I₀(eV₁/T_e), where I₀ is the modified Bessel function. Equal fluxes then require

eV₀ = T_e [½ ln(M/2πm) + ln I₀(eV₁/T_e)].

Ions enter the sheath with energy T_e/2. If they cross it in much less than a bias period and without collisions, they arrive with vertical energy

E(θ) = E_m + eV₁ cos θ, E_m = eV₀ + T_e/2,

with all phases equally likely. Their sideways velocities are Gaussian with temperature T_i.

**How many reach the bottom**

Take absorbing walls and a potential rising linearly from 0 at the mouth to V at the bottom. A potential that depends on depth alone must be linear to satisfy Laplace's equation in the charge-free opening.

A particle with sideways velocity v_x and transit time t moves sideways by |v_x|t. It avoids the walls from a fraction 1 − |v_x|t/w of entry points, or from none if this is negative. Let c = √(2T/m) be the sideways thermal speed for the species' own mass and sideways temperature, s = v_x/c and b = w/(ct). The Gaussian average is

G(b) = (1/√π) ∫₋b^b (1 − |s|/b) e^(−s²) ds
= erf b − (1 − e^(−b²))/(b√π).

G rises with b, because the integrand does so at every s.

Under uniform acceleration the mean speed is the average of the initial and final speeds. For an electron with initial vertical speed cu, energy conservation gives the final speed c√(u² + η), where η = eV/T_e. Hence

b_e = [u + √(u² + η)]/(2A),
τ_e(V) = ∫₀^∞ 2u e^(−u²) G(b_e) du,

where 2u e^(−u²) is the flux-weighted distribution of u. For ions,

b_i = [√E + √(E − eV)]/(2A√T_i),
τ_i(V) = (1/π) ∫₀^θ_V G(b_i) dθ,

where cos θ_V = (eV − E_m)/(eV₁). If every ion can climb to the bottom, θ_V = π; if none can, θ_V = 0.

**Why the sign is positive**

At V = 0, b_e = u/A. Since G′(b) = (1 − e^(−b²))/(b²√π), integration by parts gives

τ_e(0) = (A/√π) ∫₀^∞ [e^(−u²) − e^(−(1+1/A²)u²)]/u² du.

The integral of (e^(−pu²) − e^(−qu²))/u² is √π(√q − √p): its derivative with respect to q is ½√(π/q), and it vanishes at q = p. Thus

τ_e(0) = √(1 + A²) − A.

No temperature or mass remains. Ions entering with an isotropic half-Maxwellian distribution would have the same transmission however hot they were, and the bottom would stay at V = 0. Directionality causes the charging; ion speed matters through its ratio to the sideways speed.

Raising V shortens every electron's transit, so τ_e rises. It slows the ions and turns more of them back, so τ_i falls. With the continuous energy distribution above, τ_i reaches zero continuously at eV = E_m + eV₁. If τ_i(0) > τ_e(0), there is therefore one balance potential, and it is positive.

**How large it is**

The example uses T_e = 3 eV, T_i = 0.1 eV, V₁ = 50 V and A = 10. The sheath relation gives V₀ = 57.1 V, hence E_m = 58.6 eV and a largest ion energy of 108.6 eV. Without charging, 72% of entering ions but 5.0% of electrons reach the bottom. At balance, V = 93.9 V and both fractions are 0.182.

The ion energy distribution accounts for this value. At balance a fraction 0.250 of the ions have E > eV, and 0.182/0.250 = 0.73 of these avoid the walls. The phase condition reproduces the potential:

eV = 58.6 + 50 cos(0.250π) ≈ 94 eV.

For perfectly vertical ions every ion with E > eV arrives, so θ_V/π = τ_e and

eV = E_m + eV₁ cos(πτ_e).

This gives 100 V.

As a test, a bottom starting at zero potential was charged by stepped trajectories of 4000 random ions and 4000 random electrons per update. Averaged over the last 100 of 160 updates, it settled at 94.1 V. This tests the current balance but shares the linear potential and absorbing walls.

The ions that arrive land with a mean energy of 9.8 eV. The bottom thus receives 0.182 × 9.8 ≈ 1.8 eV per entering ion, about 3% of the 58.6 eV delivered to the top surface. In this model charging removes most of the energy available for ion-driven etching.

**Deep trenches and narrow energy distributions**

For small b, G ≈ b/√π. With ⟨u⟩ = √π/2, the remaining average follows from y = u² and integration by parts:

∫₀^∞ √(y + η) e^(−y) dy = √η + ½ ∫₀^∞ e^(−y)/√(y + η) dy
= √η + (√π/2) e^η erfc √η,

where r² = y + η was used in the last integral. Hence

τ_e ≈ [1 + e^η erfc √η + 2√(η/π)]/(4A).

This needs both A and 2A/√η to be large. In the example η = 31.3, and the formula gives 0.185, 2% above the full value.

With the plasma held fixed, V is 26 V at A = 1, 45 V at A = 2, 78 V at A = 5 and 99.5 V at A = 20. The values for A of order 1 are not reliable: as A → 0 the model's V tends to the smallest ion energy per charge, 8.6 V, not to zero as for a flat surface, because a wide bottom does not hold a single potential with a depth-only field above it. When b_i is also small, τ_i falls as 1/A too. The aspect ratio cancels from the balance, and V tends to 101.4 V, below the largest ion energy per charge.

A beam of a single energy behaves differently. At 58.6 eV and V just below 58.6 V, τ_i = 0.55 while τ_e = 0.15; just above, τ_i = 0. The curves do not cross, and the bottom is pinned at the beam energy. Narrowing the distribution at fixed mean energy therefore lowers V from 94 to 59 V, but the ions then arrive with almost no vertical energy.

**How far the number can be trusted**

*Wall potential.* For any potential depending on depth alone and rising steadily, a higher potential at a given depth speeds electrons and slows ions. The extremes are a jump at the mouth, giving 69 V, and a jump at the bottom, giving 108 V. These bound the ballistic model with such profiles, not the fully self-consistent trench.

*Wall charging.* A turned-back ion decelerates at eV/(Md), so it returns to the mouth after 2v₀Md/(eV), where v₀ = √(2E/M). It escapes with probability G(eV/(4A√(ET_i))). Averaged over phase, 43% of entering ions escape. Entering currents are equal and the bottom is balanced, so the walls receive an equal electron excess. The linear profile is therefore not steady on the walls. If this produces a thin negative barrier at the mouth, a 3 V barrier raises V to 106 V and a 9 V barrier to 108.5 V. The barrier that cancels the total wall excess is about 2 V; it gives V ≈ 103.5 V, with both fractions about 0.10.

*Lateral fields.* A voltage U across the opening pushes a central ion to a wall when ½(eU/Mw)t² = w/2. Inserting the transit time gives

eU = [√E + √(E − eV)]²/(2A²).

For E = 101 eV, U is only 0.8 V. Small wall asymmetries can thus redirect ions. Halving ion arrival is equivalent to doubling τ_e in the balance and lowers V to 69 V. Raising T_i to 0.5 eV lowers it to 81 V.

*Secondary electrons.* Emitted from the bottom with energy K, they fall back within a distance 2dK/(eV), the range of a projectile launched at 45°. For 3 eV this is 64 nm, so some can land on the lower walls. If such losses halved the net electron capture, V would be 104 V. This is an illustration, not a bound. Electrons land with about 97 eV, and for cosine emission 32% of 3 eV and 53% of 5 eV secondaries reach the walls, so yields of 1.6 and 0.9 already halve the capture. If the yield times the lost fraction exceeds one, there is no balance below the largest ion energy in this model.

*Time dependence.* For a sheath-edge density of 6×10¹⁰ cm⁻³, the ion current density is J = 2.6 mA/cm². Let s now denote the sheath width and x the distance from the sheath edge. A space-charge-limited sheath has a potential drop φ = V₀(x/s)^(4/3); Poisson's equation then gives J = (4ε₀/9)√(2e/M) V₀^(3/2)/s², so s = 0.38 mm. Ion speed grows as x^(2/3), making the transit time 3s/v with v = √(2eV₀/M), or 0.027 of a 400 kHz period. At 10 mTorr and 300 K, a rough cross-section of 10⁻¹⁴ cm² gives 0.12 collisions per crossing. With 500 nm of oxide of relative permittivity 3.9 below the trench, a parallel-plate capacitance C = ε₀(1/d + 3.9/500 nm) gives the bottom a ripple Jτ_i/(fC) ≈ 0.15 V at bias frequency f. If the top surface is insulating and lies over 1500 nm of the same oxide, its own ripple is larger, at most J(1500 nm)/(3.9ε₀f) ≈ 2.8 V, a bound reached only if all electrons arrive in one instant. V can thus vary by up to about 3 V within a period. Integrating C dV/dt = J(τ_i − τ_e) over many periods gives 1.1 ms to reach 90% of V. Fringing fields around a narrow trench increase C and lengthen this time. Solving Laplace's equation in the oxide with the linear wall potential raises the bottom capacitance about 2.5 times at 1.6 µm pitch and 1.3 times at 200 nm pitch; counting the charge the walls must also acquire, the factors are about 11 and 2.

**Relation to real etching**

The plasma density, electron temperature and ion current are rough values for low-pressure, high-density sources. The bias is low for silica etching, which commonly uses ions of hundreds of eV or more, and real fluorocarbon plasmas contain several ion species and coat the walls. Another weak point is the assumption of absorbing, non-leaking walls with a prescribed potential. The mean field along the wall is 0.94 MV/cm, so surface leakage or discharge could hold V below the value found here. Taken one at a time, the numerical cases in the preceding section move V between about 69 and 109 V; pairs of the lowering cases give 40–49 V. The 94 V is therefore an estimate for this closure only.

**What to do about it**

*Supply electrons or provide leakage.* Doubling electron arrival at a given V lowers the balance from 94 to 69 V. Leakage equal to the electron current does the same. Since τ_e rises with V, and is 0.15 at 59 V and 0.18 at 94 V, the required leakage at 69 V is 0.39–0.47 mA/cm² of bottom area.

*Lower T_e at fixed ion energies.* This increases b_e for every u and hence lowers V. If the bias is not readjusted, V₀ changes too.

*Reduce the insulating aspect ratio.* An insulating mask adds to d. While A stays above about 20, this lowers V only slightly here, because V has nearly saturated.

*Raise the bias amplitude if landing energy is the concern.* For vertical ions, the largest landing energy is eV₁[1 − cos(πτ_e)]. When eV > E_m, raising V₁ at fixed T_e raises V, and with it τ_e, so this energy grows. The cost is a larger voltage across the oxide.

*Watch the last oxide.* With the substrate at the mean top-surface potential, the mean field across 500 nm of oxide below the trench is 1.9 MV/cm. For a trench far from its neighbours the field is uneven, about 1.2 MV/cm at the substrate and 4.2 MV/cm just under the centre of the bottom. For a metal-like substrate, electrons whose vertical energy lies W below the Fermi level meet a triangular barrier of height Φ + W. Their sideways energy is at most W, because states above the Fermi level are taken as empty. Integrating the decay rate through it gives the transmission

D = exp[−4√(2m*)(Φ + W)^(3/2)/(3ħeF)]

in a field F. The density of sideways states up to energy W, mW/(πħ²), times the vertical supply 1/(2πħ) per unit energy, gives

J_t = (em/2π²ħ³) ∫₀^∞ W D dW.

Expanding the exponent to first order in W yields

J_t ≈ [e³F²m/(8πh m*Φ)] exp[−8π√(2m*) Φ^(3/2)/(3heF)].

With rough values Φ = 3.2 eV and m* = 0.42m, this matches the bottom ion current, 0.182 × 2.6 ≈ 0.47 mA/cm², at 9.7 MV/cm. This field is close to the rough breakdown field of good oxide, 10 MV/cm. If the field were uniform, a 94 V bottom would reach it when about 97 nm of oxide remains. Below a narrow trench the field spreads. It is weaker at the substrate, where it reaches 9.7 MV/cm at about 88 nm, but stronger just under the bottom, where it reaches 10 MV/cm already at about 110 nm. As the oxide thins further, tunnelling holds the potential down and a growing part of the charging current passes through the oxide, unless the oxide breaks down first. Charging should therefore be reduced while well over 110 nm of oxide remains if such a current or breakdown must be avoided. The numerical output lists the remaining values.

Table of computed values

```
trench width: 100 nm
trench depth: 1000 nm
aspect ratio A: 10
electron temperature Te: 3 eV
transverse ion temperature Ti: 0.1 eV
RF sheath amplitude V1: 50 V
bias frequency: 400 kHz
sheath-edge density: 6e+10 cm^-3
electron/ion flux ratio without sheath: 107.7
mean sheath drop V0: 57.08 V
ion energy min, mean, max: 8.58, 58.58, 108.58 eV
at V=0: tau_i, tau_e = 0.7158, 0.0499
predicted bottom potential V: 93.92 V
V from charging simulation: 94.1 V
eV/Te at balance: 31.31
at balance: tau_i, tau_e = 0.1820, 0.1820
deep-trench formula for tau_e: 0.1853
fraction of ions with E > eV: 0.2502
mean landing energy of ions at bottom: 9.816 eV
V for perfectly vertical ions: 100.2 V
V at A = 0.5: 15.05 V
V at A = 1: 25.59 V
V at A = 2: 45.36 V
V at A = 5: 78.29 V
V at A = 20: 99.5 V
V at A = 50: 101.1 V
V at A = 100: 101.3 V
V as A tends to infinity: 101.4 V
beam of mean energy, V at its energy: tau_i, tau_e = 0.5546, 0.1509
V, potential jump at mouth / at bottom: 68.87 / 107.69 V
V, quadratic potential profile: 102.1 V
V, entrance barrier 3 V / 9 V: 105.68 / 108.51 V
V, electron capture halved / doubled: 104.15 / 69.40 V
V with Ti = 0.5 eV: 80.53 V
escaping ions = wall electron excess, per entering ion: 0.4258
ion energy used for lateral deflection: 101.3 eV
lateral voltage that deflects it to a wall: 0.815 V
largest range of 3 eV secondary electron: 63.9 nm
ion current density at top: 2.59 mA/cm2
sheath width: 0.38 mm
ion transit time / RF period: 0.027
ion collisions per sheath crossing at 10 mTorr: 0.12
time to reach 90 % of V: 1.1 ms
RF ripple of bottom potential: 0.15 V
mean field along wall: 0.939 MV/cm
oxide left below trench: 500 nm
field in oxide left: 1.88 MV/cm
field where tunnelling equals bottom ion current: 9.69 MV/cm
oxide thickness at that field: 96.9 nm
```
